# Superexchange through one halide p orbital in a straight bridge: verification in Python

```python
# Result under test: superexchange of two metal holes through one halide p orbital,
#   J = E(triplet) - E(singlet)
#     = 4 t1^2 t2^2 / Delta^2 * [ 1/Ud + 2/(2 Delta + Up) ]   (leading order).
# t1, t2: metal-halide transfer integrals; Delta: cost of one hole on the halide;
# Ud, Up: repulsion of two holes in the metal d or the halide p orbital.
# First term: metal-to-metal transfer. Second term: two holes on the halide.
# All energies inside the program are in eV.
import numpy as np
from scipy.constants import e as charge, k as boltzmann
from scipy.optimize import brentq

D1, D2, P, S, E1, E2 = range(6)   # d holes, halide p and s, second e_g orbitals
SITE = [0, 1, 2, 2, 0, 1]         # metal 1, metal 2, halide


def spin_blocks(t1, t2, delta, ud, up, vpd=0.0, vdd=0.0, kpd=0.0, tdd=0.0,
                ts=0.0, s_cost=100.0, ratio=0.0, e_cost=100.0, hund=0.0):
    """Two-hole Hamiltonian from product states, split into singlet and triplet.

    Unused orbitals are uncoupled and lie far up. s_cost is the full cost of
    one hole in the halide s orbital; ratio scales transfers of the e orbitals.
    """
    n = 6
    h = np.zeros((n, n))
    shift = vdd - vpd             # keeps the one-hole transfer cost fixed
    h[P, P], h[S, S] = delta + shift, s_cost + shift
    h[E1, E1] = h[E2, E2] = e_cost
    links = [(D1, P, t1), (D2, P, t2), (D1, D2, tdd), (D1, S, ts), (D2, S, ts),
             (E1, P, ratio * t1), (E2, P, ratio * t2),
             (E1, S, ratio * ts), (E2, S, ratio * ts)]
    for a, b, value in links:
        h[a, b] = h[b, a] = value
    one = np.eye(n)
    full = np.kron(h, one) + np.kron(one, h)
    exchange = np.zeros((n, n))
    for a, b, value in [(D1, P, kpd), (D2, P, kpd), (D1, E1, hund), (D2, E2, hund)]:
        exchange[a, b] = exchange[b, a] = value
    for a in range(n):
        for b in range(n):
            if SITE[a] == SITE[b]:
                if SITE[a] == 2:
                    repulsion = up
                else:
                    repulsion = ud if a == b else ud - 2 * hund
            else:
                repulsion = vpd if 2 in (SITE[a], SITE[b]) else vdd
            full[a * n + b, a * n + b] += repulsion
            if a != b:
                full[a * n + b, b * n + a] += exchange[a, b]
                full[a * n + a, b * n + b] += exchange[a, b]
    result = []
    for sign in (1, -1):          # symmetric space part: singlet; odd: triplet
        pairs, columns = [], []
        for a in range(n):
            for b in range(a, n):
                if a == b and sign == -1:
                    continue
                vector = np.zeros(n * n)
                vector[a * n + b] += 1.0
                if a != b:
                    vector[b * n + a] += sign
                pairs.append((a, b))
                columns.append(vector / np.linalg.norm(vector))
        basis = np.array(columns).T
        result.append((basis.T @ full @ basis, pairs))
    return result


def splitting(*args, **options):
    (singlet, _), (triplet, _) = spin_blocks(*args, **options)
    return np.linalg.eigvalsh(triplet)[0] - np.linalg.eigvalsh(singlet)[0]


def path_sum(block, pairs):
    """Perturbation sums for the state with one hole on each metal."""
    start = pairs.index((D1, D2))
    cost = np.diag(block) - block[start, start]
    cost[start] = np.inf
    hop = block - np.diag(np.diag(block))
    first = hop[:, start] / cost
    amplitude = hop @ first
    middle = -amplitude**2 / cost
    second_order = -np.sum(hop[:, start]**2 / cost)
    norm_part = -second_order * np.sum(first**2)
    routes = [hop[:, k] * first[k] for k in (pairs.index((D1, P)), pairs.index((D2, P)))]
    return second_order, norm_part, dict(zip(pairs, middle)), dict(zip(pairs, np.array(routes).T))


def metal_term(t1, t2, delta, ud):
    return 4 * t1**2 * t2**2 / (delta**2 * ud)


def halide_term(t1, t2, delta, up):
    return 8 * t1**2 * t2**2 / (delta**2 * (2 * delta + up))


def fourth_order(t1, t2, delta, ud, up):
    return metal_term(t1, t2, delta, ud) + halide_term(t1, t2, delta, up)


t, delta, ud, up = 1.1, 7.0, 8.0, 5.0
model = (t, -t, delta, ud, up)

# Path sums, with unequal transfers, against each separate formula.
for t1, t2 in [(t, -t), (0.7, -1.3), (0.4, 0.9)]:
    singlet, triplet = spin_blocks(t1, t2, delta, ud, up)
    s2, s_norm, s_mid, s_routes = path_sum(*singlet)
    t2nd, t_norm, t_mid, _ = path_sum(*triplet)
    assert np.isclose(s2, t2nd) and np.isclose(s2, -(t1**2 + t2**2) / delta)
    assert np.isclose(s_norm, t_norm)
    assert np.isclose(s_norm, (t1**2 + t2**2)**2 / delta**3)
    assert max(abs(x) for x in t_mid.values()) < 1e-14
    assert np.isclose(-s_mid[D1, D1] - s_mid[D2, D2], metal_term(t1, t2, delta, ud))
    assert np.isclose(-s_mid[P, P], halide_term(t1, t2, delta, up))
    two_routes = s_routes[P, P]
    assert np.isclose(np.sum(two_routes)**2 / np.sum(two_routes**2), 2.0)

# The two parts become equal at Delta = Ud - Up/2.
equal_delta = ud - up / 2
mid = path_sum(*spin_blocks(t, -t, equal_delta, ud, up)[0])[2]
assert np.isclose(mid[D1, D1] + mid[D2, D2], mid[P, P])

# Diagonalization: leading coefficient and order of the first correction.
deviation = [splitting(x, -x, delta, ud, up) / fourth_order(x, -x, delta, ud, up) - 1
             for x in (0.2, 0.1)]
assert abs(deviation[1]) < 2e-3
assert abs(deviation[0] / deviation[1] - 4) < 0.1
# Closing one channel by a huge repulsion leaves the other part alone.
# The tolerance covers the next order in t and the finite repulsion.
only_metal = splitting(0.1, -0.1, delta, ud, 1e5)
only_halide = splitting(0.1, -0.1, delta, 1e5, up)
assert abs(only_metal / metal_term(0.1, 0.1, delta, ud) - 1) < 5e-3
assert abs(only_halide / halide_term(0.1, 0.1, delta, up) - 1) < 5e-3
assert np.isclose(splitting(t, t, delta, ud, up), splitting(*model))
assert abs(splitting(t, 0.0, delta, ud, up)) < 1e-11

# Extensions: intersite repulsion and metal-halide exchange.
vpd, vdd, kpd = 1.0, 0.5, 0.05
x = 0.1
with_v = 4 * x**4 / delta**2 * (1 / (ud - vdd) + 2 / (2 * delta + up - 2 * vpd + vdd))
assert abs(splitting(x, -x, delta, ud, up, vpd=vpd, vdd=vdd) / with_v - 1) < 5e-3
x = 0.01
with_k = -4 * x**2 * kpd / (delta**2 - kpd**2)
assert abs(splitting(x, -x, delta, ud, up, kpd=kpd) / with_k - 1) < 2e-3

# Worked example and effects outside the basic model.
singlet, triplet = spin_blocks(*model)
second, norm_part, middle, routes = path_sum(*singlet)
j_metal, j_halide = metal_term(t, t, delta, ud), halide_term(t, t, delta, up)
j4, j_full = j_metal + j_halide, splitting(*model)
vector = np.linalg.eigh(singlet[0])[1][:, 0]
outside = 1 - vector[singlet[1].index((D1, D2))]**2
tdd, s_cost, e_cost, hund = 0.02, 27.0, 1.0, 1.0
ratio = 1 / np.sqrt(3)
options = {
    "intersite repulsion": dict(vpd=vpd, vdd=vdd),
    "metal-halide exchange": dict(kpd=kpd),
    "direct d-d transfer, plus sign": dict(tdd=tdd),
    "direct d-d transfer, minus sign": dict(tdd=-tdd),
    "fluoride 2s orbital": dict(ts=t, s_cost=s_cost),
    "second e_g orbital and Hund coupling": dict(ratio=ratio, e_cost=e_cost, hund=hund),
}
changed = {name: splitting(*model, **extra) for name, extra in options.items()}
together = splitting(*model, vpd=vpd, vdd=vdd, kpd=kpd, ts=t, s_cost=s_cost,
                     ratio=ratio, e_cost=e_cost, hund=hund)
# The s path opposes an odd p path but would assist an even one.
assert changed["fluoride 2s orbital"] < j_full
assert splitting(t, t, delta, ud, up, ts=t, s_cost=s_cost) > j_full
k_cancel = brentq(lambda k: splitting(*model, kpd=k), 0.0, 1.0)
temperature = 300.0
thermal = boltzmann * temperature / charge
triplet_share = 3 / (3 + np.exp(j_full / thermal))

print(f"transfer integral t = {t:.2f} eV")
print(f"charge-transfer cost Delta = {delta:.2f} eV")
print(f"metal repulsion Ud = {ud:.2f} eV")
print(f"halide repulsion Up = {up:.2f} eV")
print(f"two-hole halide cost 2 Delta + Up = {2 * delta + up:.2f} eV")
print(f"t/Delta = {t / delta:.4f} (no unit)")
print(f"second-order shift, both spins = {second:.4f} eV")
print(f"fourth-order common part, both spins = {1e3 * norm_part:.2f} meV")
print(f"amplitude sum to pp, route 1 = {routes[P, P][0]:.4f} eV")
print(f"amplitude sum to pp, route 2 = {routes[P, P][1]:.4f} eV")
print(f"metal-to-metal part of J = {1e3 * j_metal:.2f} meV")
print(f"two-hole halide part of J = {1e3 * j_halide:.2f} meV")
print(f"halide part / metal part = {j_halide / j_metal:.4f} (no unit)")
print(f"J, fourth order = {1e3 * j4:.2f} meV")
print(f"J/kB, fourth order = {j4 * charge / boltzmann:.0f} K")
print(f"J, full diagonalization = {1e3 * j_full:.2f} meV")
print(f"J/kB, full diagonalization = {j_full * charge / boltzmann:.0f} K")
print(f"fourth-order excess over full J = {100 * (j4 / j_full - 1):.1f} %")
print(f"singlet weight outside one hole per metal = {100 * outside:.2f} %")
print(f"Delta for equal parts = {equal_delta:.2f} eV")
for gap in (7.0, 5.0, 3.0):
    approx = fourth_order(t, t, gap, ud, up)
    full_value = splitting(t, -t, gap, ud, up)
    assert approx > full_value > 0
    share = halide_term(t, t, gap, up) / approx
    print(f"Delta {gap:.1f} eV: J4 {1e3 * approx:.2f} meV, full J "
          f"{1e3 * full_value:.2f} meV, halide share {100 * share:.1f} %")
print(f"assumed Vpd = {vpd:.2f} eV, Vdd = {vdd:.2f} eV")
print(f"assumed exchange K = {kpd:.3f} eV")
print(f"assumed direct transfer size = {tdd:.3f} eV")
print(f"assumed 2s hole cost = {s_cost:.1f} eV, 2s transfer = {t:.2f} eV")
print(f"assumed second e_g cost = {e_cost:.2f} eV, Hund coupling = {hund:.2f} eV")
print(f"second e_g transfer / first = {ratio:.4f} (no unit)")
for name, value in changed.items():
    print(f"J with {name} = {1e3 * value:.2f} meV (change {1e3 * (value - j_full):+.2f} meV)")
print(f"J with all but direct d-d transfer = {1e3 * together:.2f} meV")
print(f"exchange K that cancels J = {k_cancel:.3f} eV")
print(f"temperature = {temperature:.0f} K, kB T = {1e3 * thermal:.2f} meV")
print(f"triplet population of isolated pair = {100 * triplet_share:.1f} %")
print("done: every assertion held")
```

Running it gives:

```
transfer integral t = 1.10 eV
charge-transfer cost Delta = 7.00 eV
metal repulsion Ud = 8.00 eV
halide repulsion Up = 5.00 eV
two-hole halide cost 2 Delta + Up = 19.00 eV
t/Delta = 0.1571 (no unit)
second-order shift, both spins = -0.3457 eV
fourth-order common part, both spins = 17.07 meV
amplitude sum to pp, route 1 = -0.2445 eV
amplitude sum to pp, route 2 = -0.2445 eV
metal-to-metal part of J = 14.94 meV
two-hole halide part of J = 12.58 meV
halide part / metal part = 0.8421 (no unit)
J, fourth order = 27.52 meV
J/kB, fourth order = 319 K
J, full diagonalization = 24.94 meV
J/kB, full diagonalization = 289 K
fourth-order excess over full J = 10.4 %
singlet weight outside one hole per metal = 5.18 %
Delta for equal parts = 5.50 eV
Delta 7.0 eV: J4 27.52 meV, full J 24.94 meV, halide share 45.7 %
Delta 5.0 eV: J4 60.52 meV, full J 49.70 meV, halide share 51.6 %
Delta 3.0 eV: J4 199.65 meV, full J 120.78 meV, halide share 59.3 %
assumed Vpd = 1.00 eV, Vdd = 0.50 eV
assumed exchange K = 0.050 eV
assumed direct transfer size = 0.020 eV
assumed 2s hole cost = 27.0 eV, 2s transfer = 1.10 eV
assumed second e_g cost = 1.00 eV, Hund coupling = 1.00 eV
second e_g transfer / first = 0.5774 (no unit)
J with intersite repulsion = 26.89 meV (change +1.96 meV)
J with metal-halide exchange = 20.17 meV (change -4.77 meV)
J with direct d-d transfer, plus sign = 30.20 meV (change +5.27 meV)
J with direct d-d transfer, minus sign = 20.06 meV (change -4.88 meV)
J with fluoride 2s orbital = 14.18 meV (change -10.75 meV)
J with second e_g orbital and Hund coupling = 29.37 meV (change +4.43 meV)
J with all but direct d-d transfer = 13.73 meV
exchange K that cancels J = 0.263 eV
temperature = 300 K, kB T = 25.85 meV
triplet population of isolated pair = 53.3 %
done: every assertion held
```
